\section*{Delivered Fraction of a Decomposing Precursor Source at Constant Molar Flow, part 2}

A heated ampoule supplies a reactor with precursor vapour while the liquid left in it decomposes. The question is what fraction of the charge is delivered intact.

The source holds an amount $n(t)$ of intact precursor, in moles, with $n(0)=n_0$. Intact precursor leaves at a constant molar flow $F$ until none is left, and nothing is added. The next subsection instead fixes the total flow, products included, at $F$. Decomposition obeys

(A2) The precursor in the source decomposes at the rate $kn$, with one constant $k>0$. The temperature is therefore uniform and steady, and the products do not influence the reaction.

With the intact fraction still in the source $u=n/n_0$, the fraction delivered so far $\theta=Ft/n_0$, and $a=kn_0/F$, the earlier results are
\begin{equation}
\frac{du}{d\theta}=-1-au,\qquad
\eta=\int_0^1\frac{du}{1+au}=\frac{\ln(1+a)}{a},\qquad
t_*=\frac{\ln(1+a)}{k},
\label{eq:recap}
\end{equation}
\begin{equation}
u(\theta)=\left(1+\frac1a\right)e^{-a\theta}-\frac1a .
\label{eq:u}
\end{equation}
Here $\eta$ is the delivered fraction and $t_*$ the emptying time. As $a$ grows, $\eta$ falls steadily from 1 towards 0; for small $a$ it is close to $1-a/2$. A small addition to the charge is delivered with the marginal yield $1/(1+a)$. If the run stops at $u=h$, leaving a heel, the delivered fraction is
\begin{equation}
\eta_h=\frac1a\ln\frac{1+a}{1+ah}.
\label{eq:heel}
\end{equation}

The example has $n_0=0.50$ mol, $F=0.50$ sccm $=3.718\times10^{-7}\ \mathrm{mol/s}$ and a temperature of 385 K, where $k=2.315\times10^{-7}\ \mathrm{s^{-1}}$. One sccm is one cubic centimetre per minute of ideal gas at 273.15 K and 1 atm. These values give $a=0.311$, $\eta=0.871$, $kt_*=0.271$ and $t_*=13.6$ days, against 15.6 days without decomposition. A 5% heel lowers the delivered fraction by 0.050, to 0.821. Temperature is written $T$, and $k_B$ is the Boltzmann constant.

\subsection{A source with fixed total flow}

Suppose now that the controller fixes the total molar flow at $F$. Let each decomposed mole give one mole of product, and let precursor and product leave in proportion to their amounts in the source.

\paragraph{Proposition 2.} Under these conditions the delivered fraction of intact precursor is
\begin{equation}
\eta_{\mathrm{tot}}=\frac{1-e^{-a}}{a},
\label{eq:tot}
\end{equation}
and $\eta_{\mathrm{tot}}<\eta$ for every $a>0$.

\paragraph{Proof.} Let $M$ be the total amount in the source and $x=n/M$ the intact share. Decomposition leaves $M$ unchanged, so $dM/dt=-F$, whereas $dn/dt=-kn-Fx$. Then
\begin{equation}
\frac{dx}{dt}=\frac1M\frac{dn}{dt}-\frac{n}{M^2}\frac{dM}{dt}
=-kx-\frac{Fx}{M}+\frac{Fx}{M}=-kx .
\end{equation}
The outflow takes both species in proportion and therefore does not alter the share. With $x(0)=1$ this gives $x=e^{-kt}$. The source is empty at $t=n_0/F$, and the intact amount delivered, divided by $n_0$, is
\begin{equation}
\eta_{\mathrm{tot}}=\frac{F}{n_0}\int_0^{n_0/F}e^{-kt}\,dt
=\frac{F}{kn_0}\left(1-e^{-kn_0/F}\right)=\frac{1-e^{-a}}{a}.
\end{equation}
For the comparison, let $g(a)=\ln(1+a)-(1-e^{-a})$. Then $g(0)=0$ and $g'(a)=1/(1+a)-e^{-a}$. This derivative is positive for $a>0$ because $e^a>1+a$. Hence $g(a)>0$, and division by $a$ gives $\eta>\eta_{\mathrm{tot}}$. $\square$

At $a=0.311$ the two fractions are 0.871 and 0.859. The small difference in yield hides a larger one in operation. With fixed total flow the source lasts the full 15.6 days, but the intact part of the flow falls to $e^{-0.311}=0.73$ of its initial value, and the reactor receives the products as well.

\subsection{The upper temperature}

The rate constant is taken to follow the Arrhenius law,
\begin{equation}
k(T)=A\,e^{-E/k_BT},
\label{eq:arr}
\end{equation}
with the prefactor $A=1.0\times10^{13}\ \mathrm{s^{-1}}$ and the activation energy $E=1.50$ eV.

\paragraph{Proposition 3.} Let a delivered fraction of at least $\eta_0$ be required, with $0<\eta_0<1$, and let $a_{\max}$ be the solution of $\ln(1+a)/a=\eta_0$. If $A>a_{\max}F/n_0$, the requirement is met at temperatures up to
\begin{equation}
T_{\max}=\frac{E}{k_B\ln\left[An_0/(Fa_{\max})\right]}.
\label{eq:tmax}
\end{equation}

\paragraph{Proof.} The delivered fraction falls steadily from 1 to 0 as $a$ grows, so $a_{\max}$ exists, is unique, and the requirement reads $a\le a_{\max}$, or $k(T)\le a_{\max}F/n_0$. Since $k$ rises with $T$, the limit is reached where
\begin{equation}
A\,e^{-E/k_BT_{\max}}=\frac{a_{\max}F}{n_0}.
\end{equation}
Taking logarithms gives $E/(k_BT_{\max})=\ln[An_0/(Fa_{\max})]$, which is positive under the stated condition. Solving for $T_{\max}$ gives \eqref{eq:tmax}. $\square$

For $\eta_0=0.95$ the numerical solution is $a_{\max}=0.107$. The slow-decomposition estimate $\eta\approx1-a/2$ would give 0.10. The largest tolerable rate constant is
\begin{equation}
\frac{a_{\max}F}{n_0}=\frac{0.1071\times3.718\times10^{-7}}{0.50}\ \mathrm{s^{-1}}
=7.96\times10^{-8}\ \mathrm{s^{-1}},
\end{equation}
and with $k_B=8.617\times10^{-5}$ eV/K
\begin{equation}
T_{\max}=\frac{1.50\ \mathrm{eV}}
{(8.617\times10^{-5}\ \mathrm{eV/K})\ln(1.256\times10^{20})}=376\ \mathrm{K}.
\end{equation}
The example source at 385 K is thus 9 K too hot for 95\% delivery.

The charge and the flow enter \eqref{eq:tmax} through a logarithm. Halving the charge at the same flow reduces the logarithm from 46.28 to 45.59 and raises $T_{\max}$ by about 6 K. A limit of thermal stability is therefore a property of the precursor together with the way it is used, and a temperature quoted without a charge and a flow does not fix the yield.

\subsection{The lower temperature}

A cooler source loses less but must still supply the flow. Let a nitrogen carrier flow $C$ pass through the ampoule at total pressure $P$ and leave it saturated with precursor at the vapour pressure $p<P$. For ideal gases the molar share of precursor in the outgoing stream is $p/P$, so
\begin{equation}
\frac{F}{F+C}=\frac pP .
\end{equation}
Multiplying out gives $FP=Fp+Cp$, hence
\begin{equation}
F=\frac{Cp}{P-p},\qquad C=\frac{F(P-p)}{p}.
\label{eq:carrier}
\end{equation}
At 385 K the model vapour pressure is 3.73 Torr. With $P=100$ Torr, the carrier flow needed at the start is $0.50\times96.27/3.73=12.9$ sccm. If at most $C_{\max}=100$ sccm is available, the vapour pressure must be at least
\begin{equation}
p_{\min}=\frac{PF}{F+C_{\max}}=\frac{100\times0.50}{100.5}\ \mathrm{Torr}=0.498\ \mathrm{Torr}.
\end{equation}

For an ideal vapour, a liquid of negligible molar volume and a constant heat of vaporization $H$ per molecule, the Clausius--Clapeyron law is $d\ln p/dT=H/(k_BT^2)$. Integrated from a reference point $(T_r,p_r)$ it reads
\begin{equation}
\ln\frac{p}{p_r}=-\frac{H}{k_B}\left(\frac1T-\frac1{T_r}\right).
\end{equation}
Setting $p=p_{\min}$ and solving for $1/T$ gives
\begin{equation}
\frac1{T_{\min}}=\frac1{T_r}+\frac{k_B}{H}\ln\frac{p_r}{p_{\min}}.
\end{equation}
The model values are $H=0.65$ eV and $p_r=2.0$ Torr at $T_r=373.15$ K. Then
\begin{equation}
\frac1{T_{\min}}=\left(2.680\times10^{-3}+1.84\times10^{-4}\right)\mathrm{K^{-1}},
\qquad T_{\min}=349\ \mathrm{K}.
\end{equation}
For this charge, flow, pressure and carrier supply, the window runs from 349 K to 376 K. Both edges assume that no decomposition products stay dissolved in the liquid. The next subsection shows how such products narrow the window.

\subsection{Dilution by dissolved products}

If the products are involatile and stay dissolved, they lower the vapour pressure. Let each decomposed mole leave one mole of product, and let the solution obey Raoult's law, so that the vapour pressure is $xp$, where $x$ is the mole fraction of intact precursor. The controller can hold $F$ by raising the carrier flow until $x$ has fallen to $x_{\min}=p_{\min}/p$.

What has not been delivered is still in the source, intact or decomposed, so the total content is $n_0(1-\theta)$. Constant flow therefore ends when
\begin{equation}
u(\theta)=x_{\min}(1-\theta).
\label{eq:raoult}
\end{equation}
At 385 K, $x_{\min}=0.498/3.73=0.134$, and the solution of \eqref{eq:raoult} is $\theta=0.851$. The intact precursor left behind is $0.134\times0.149=0.020$ of the charge. It acts as a heel and lowers the delivered fraction by 0.020. Some of it could still be drawn, but at a falling flow.

At 363 K, inside the window, the liquid tolerates less dilution, with $x_{\min}=0.438$, but there is also much less product. The delivered fraction is 0.990 without dilution and 0.982 with it. At $T_{\min}$ itself $x_{\min}=1$, and the first trace of dissolved product ends the constant flow. If 95\% of the charge is to be delivered at constant flow in spite of the dilution, the lower edge rises by about 0.5 K and the upper edge falls by about 2.4 K, which leaves a window from about 350 K to 374 K. At the lower edge there is little product, and a vapour pressure about 3\% above $p_{\min}$ is enough to offset it. At the former upper edge decomposition alone uses up the whole of the permitted 5\%, and the intact precursor left behind adds to it. The temperature must therefore fall until the two together make 5\%, with about 3.8\% of the charge decomposed and 1.2\% left behind intact.

\subsection{Other neglected effects}

Each of the following is applied alone to the example at 385 K, where the ideal result is 0.871.

\paragraph{Temperature error.} Differentiating $\eta=\ln(1+a)/a$ gives
\begin{equation}
a\frac{d\eta}{da}=\frac1{1+a}-\frac{\ln(1+a)}{a}=0.763-0.871=-0.108 .
\end{equation}
At fixed charge and flow, \eqref{eq:arr} gives $d\ln a/dT=E/(k_BT^2)=0.117\ \mathrm{K^{-1}}$. The product of the two is $-0.013$ per kelvin. For a source 5 K hotter this linear estimate predicts a drop of 0.063. The full formula gives $\eta=0.795$, a drop of 0.075, because the rate constant grows exponentially. This assumes that the controller keeps $F$ unchanged. If the carrier flow is held fixed instead, the higher vapour pressure raises $F$ by a factor of 1.30 according to \eqref{eq:carrier}, and $\eta=0.833$, a drop of 0.038.

\paragraph{Autocatalysis.} If the products speed up the reaction, assumption (A2) fails. As an illustration, let $k$ be multiplied by $1+\beta w$, where $w$ is the decomposed fraction of the charge and $\beta=5$ is an assumed strength. Numerical integration gives 0.830. By the end $w=0.170$, and the rate constant has grown by a factor of 1.85. The result depends on the form assumed. Products that stay dissolved become concentrated as the liquid shrinks. If $w$ in the factor is replaced by their mole fraction $w/(u+w)$, the factor approaches 6 at the end and the delivered fraction is 0.794.

\paragraph{Headspace.} One litre of saturated vapour at 3.73 Torr and 385 K contains $1.6\times10^{-4}$ mol. If the vapour decomposes with the same rate constant as the liquid, it consumes about $8\times10^{-5}$ of the charge during the run. This amount is already contained in $kn$ when $n$ counts the vapour, so it is a share of the loss and not an addition to it. A faster reaction on hot walls is not covered by this estimate.

\paragraph{Intermittent flow.} Let the flow be $2F$ for one hour and zero for the next, starting with the flow on. The delivered fraction is then 0.8709 instead of 0.8706. Delivery runs ahead of the steady schedule, and the content is lower than in the steady case, by up to $F\tau$, with $\tau=3600$ s, and by roughly $F\tau/2$ on average, or 0.0013 of the charge. Multiplied by $kt_*=0.271$, this saves about 0.0004 of the charge, part of which decomposes later. The mean flow may therefore be used in $a$ when the switching period is short compared with both $1/k$ and $t_*$.

Headspace and hourly switching are negligible in this example. The temperature error of 5 K (a drop of 0.075 at fixed $F$, 0.038 at fixed carrier flow), the 5\% heel (0.050) and autocatalysis with $\beta=5$ (0.041 or 0.076) are of similar size, and their order depends on the control scheme and on the assumed strength and form of the autocatalysis.

\subsection{Comparison with real ampoules}

The parameters are round model numbers, chosen to represent a heated liquid precursor with a vapour pressure of a few Torr. They do not describe a particular compound. The result is very sensitive to the activation energy. A change of 0.05 eV at fixed prefactor alters $k$ at 385 K by a factor of 4.5, so that $a$ becomes 1.4 or 0.069 and $\eta$ becomes 0.62 or 0.97. The same change shifts $T_{\max}$ by about 13 K. A window for a real precursor thus requires a rate constant measured near the temperature of use. The steady flow over two weeks is also idealized, since a production ampoule may stand hot without being drawn. If the example source waits five days at 385 K before use, a fraction $e^{-0.100}=0.905$ of the charge survives the wait. The run then starts with $a=0.905\times0.311=0.282$, and the delivered fraction of the original charge is $\ln(1.282)/0.311=0.80$ instead of 0.87. In this model, keeping the ampoule 20 K cooler during the wait would avoid about nine tenths of this loss, whereas 5 K would avoid less than half. The liquid must also tolerate the thermal cycling. The numerical output that follows lists the inputs and the main results. Its line on the yield of an extra mole gives the marginal yield $1/(1+a)$, which applies to a small addition to the charge and not to a whole mole.

\section*{Numbers as computed}
\begin{verbatim}
delivered fraction at a = 0.01: 0.9950
delivered fraction at a = 0.1: 0.9531
delivered fraction at a = 1: 0.6931
delivered fraction at a = 10: 0.2398
delivered fraction at a = 100: 0.0462
random simulation, a = 2, 100000 molecules: 0.5476
formula, a = 2: 0.5493
initial charge: 0.50 mol
mean precursor flow: 0.50 sccm = 3.7179e-07 mol/s
source temperature: 385 K
Arrhenius prefactor: 1.0e+13 1/s
activation energy: 1.50 eV
rate constant: 2.3147e-07 1/s
a = k n0/F: 0.3113
delivered fraction: 0.8706
delivered amount: 0.4353 mol
decomposed amount: 0.0647 mol
emptying time: 13.55 days
emptying time without decomposition: 15.57 days
yield of an extra mole loaded: 0.7626
fixed-total-flow delivered fraction: 0.8593
reference vapour pressure: 2.0 Torr at 373.15 K
heat of vaporization: 0.65 eV per molecule
vapour pressure at source temperature: 3.726 Torr
total ampoule pressure: 100 Torr
N2 carrier needed at start: 12.92 sccm
largest N2 carrier flow: 100 sccm
required delivered fraction: 0.95
largest allowed a: 0.1071
upper window temperature: 376.1 K
least vapour pressure: 0.4975 Torr
lower window temperature: 349.1 K
delivered fraction, source 5 K hotter: 0.7952
delivered fraction, heel of 0.05 n0: 0.8210
delivered fraction, autocatalysis beta = 5: 0.8297
intact mole fraction at carrier limit: 0.1335
delivered fraction up to carrier limit: 0.8507
at 363 K, delivered fraction, no dilution: 0.9901
at 363 K, mole fraction at carrier limit: 0.4378
at 363 K, delivered up to carrier limit: 0.9824
headspace volume: 1.0 L
fraction of charge lost in headspace: 8.4e-05
delivered fraction, hourly on-off flow: 0.8709
\end{verbatim}
